# Why phase slips allow normal heat conduction in coupled-rotor chains: test program

```python
"""
RESULT UNDER TEST: in a chain of coupled rotors phase slips destroy the
conservation of the wrapped stretch; sound disappears, momentum diffuses and
the Green-Kubo heat conductivity levels off.  Forbidding slips, with the same
potential and temperature, restores sound and a growing conductivity, as in a
chain of unbounded springs.

Symbols (moment of inertia = coupling K = k_B = lattice spacing = 1):
  r      bond stretch, difference of neighbouring coordinates
  p      momentum of a site
  V      bond energy: 1-cos(r) for rotors, r^2/2+r^4/4 for springs
  J      total energy current, -sum V'(r_i)(p_i+p_{i+1})/2 plus wall transfers
  kappa  integral of <J(t)J(0)> / (sites * temperature^2)
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import iv

SITES, CHAINS, TEMP = 64, 240, 1.0
SAMPLE = 0.2                       # time between stored samples
TWO_PI = 2.0 * np.pi
rng = np.random.default_rng(12345)


def energy_of_bond(r, spring):
    return 0.5 * r**2 + 0.25 * r**4 if spring else 1.0 - np.cos(r)


def slope_of_bond(r, spring):
    return r * (1.0 + r * r) if spring else np.sin(r)


def equilibrium_bonds(kind):
    """Exact canonical bonds of a closed ring, by rejection on the last bond."""
    spring = kind == "spring"
    half = 5.0 if spring else np.pi
    x = np.linspace(-half, half, 4001)
    w = np.exp(-energy_of_bond(x, spring) / TEMP)
    cdf = np.concatenate(([0.0], np.cumsum(0.5 * (w[1:] + w[:-1]))))
    trial = np.interp(rng.random((20 * CHAINS, SITES - 1)), cdf / cdf[-1], x)
    last = -trial.sum(axis=1)
    accept = np.exp(-energy_of_bond(last, spring) / TEMP)
    if kind == "barred":
        accept = accept * (np.abs(last) < np.pi)
    keep = np.nonzero(rng.random(len(last)) < accept)[0]
    assert len(keep) >= CHAINS
    keep = keep[:CHAINS]
    return np.ascontiguousarray(np.column_stack((trial[keep], last[keep])).T)


def reflect_at_wall(r, p, dt):
    """Neighbours exchange momenta when their bond reaches |r| = pi."""
    moved = np.zeros(CHAINS)
    reach = r + 0.5 * dt * (np.roll(p, -1, axis=0) - p)
    bond, chain = np.nonzero(np.abs(reach) > np.pi)
    for parity in (0, 1):          # bonds of one parity share no site
        pick = bond % 2 == parity
        a, c = bond[pick], chain[pick]
        b = (a + 1) % SITES
        outward = (p[b, c] - p[a, c]) * r[a, c] > 0
        a, b, c = a[outward], b[outward], c[outward]
        left, right = p[a, c].copy(), p[b, c].copy()
        moved += np.bincount(c, weights=0.5 * (left**2 - right**2),
                             minlength=CHAINS)
        p[a, c], p[b, c] = right, left
    return moved


def simulate(kind, dt, steps):
    spring = kind == "spring"
    stride = int(round(SAMPLE / dt))
    r = equilibrium_bonds(kind)
    p = rng.normal(0.0, np.sqrt(TEMP), (SITES, CHAINS))
    p -= p.mean(axis=0)
    angle = TWO_PI * np.arange(SITES) / SITES
    waves = np.array([np.cos(angle), np.sin(angle),
                      np.cos(2 * angle), np.sin(2 * angle)])
    count = steps // stride
    current = np.zeros((count, CHAINS))
    mode1 = np.zeros((count, 2, CHAINS))
    mode2 = np.zeros((count, 2, CHAINS))
    stretch = np.zeros((count, CHAINS))

    def mean_energy():
        return (0.5 * p**2 + energy_of_bond(r, spring)).mean()

    start_energy, start_sum = mean_energy(), r.sum(axis=0)
    turns = np.rint(r / TWO_PI)
    slips, widest = 0.0, 0.0
    heat = np.zeros(CHAINS)
    f = slope_of_bond(r, spring)
    push = f - np.roll(f, 1, axis=0)
    for step in range(1, steps + 1):
        p += 0.5 * dt * push
        r += dt * (np.roll(p, -1, axis=0) - p)
        f = slope_of_bond(r, spring)
        push = f - np.roll(f, 1, axis=0)
        p += 0.5 * dt * push
        if kind == "barred":
            heat += reflect_at_wall(r, p, dt)
        heat -= 0.5 * dt * np.einsum("ij,ij->j", f, p + np.roll(p, -1, axis=0))
        if kind == "free":
            new_turns = np.rint(r / TWO_PI)
            slips += np.abs(new_turns - turns).sum()
            turns = new_turns
        if step % stride == 0:
            n = step // stride - 1
            current[n] = heat / SAMPLE
            heat[:] = 0.0
            amplitudes = waves @ p
            mode1[n], mode2[n] = amplitudes[:2], amplitudes[2:]
            if kind == "free":
                stretch[n] = (r - TWO_PI * turns).sum(axis=0)
            else:
                stretch[n] = r.sum(axis=0)
            widest = max(widest, np.abs(r).max())
    return dict(current=current, mode1=mode1, mode2=mode2, stretch=stretch,
                slip_rate=slips / (SITES * CHAINS * steps * dt), widest=widest,
                drift=mean_energy() / start_energy - 1.0,
                stretch_change=np.abs(stretch - start_sum).max())


def correlation(series, longest):
    """Normalized time correlation, averaged over origins and chains."""
    n = len(series)
    flat = series.reshape(n, -1)
    c = np.array([np.dot(flat[:n - s].ravel(), flat[s:].ravel()) / (n - s)
                  for s in range(int(round(longest / SAMPLE)) + 1)])
    return c / c[0]


def conductivity(current, times):
    """Running Green-Kubo integral: mean and standard error over chains."""
    n = len(current)
    lags = int(round(max(times) / SAMPLE)) + 1
    c = np.array([np.einsum("ij,ij->j", current[:n - s], current[s:]) / (n - s)
                  for s in range(lags)])
    area = np.zeros_like(c)
    area[1:] = np.cumsum(0.5 * SAMPLE * (c[1:] + c[:-1]), axis=0)
    area /= SITES * TEMP**2
    rows = [area[int(round(t / SAMPLE))] for t in times]
    return [(x.mean(), x.std(ddof=1) / np.sqrt(CHAINS)) for x in rows]


def measured_sound_speed(c):
    """Half a period lies between the first two zeros of the correlation."""
    def zero(i):
        return SAMPLE * (i - 1 + c[i - 1] / (c[i - 1] - c[i]))
    assert (c < 0).any()
    first = int(np.argmax(c < 0))
    assert (c[2 * first:] > 0).any()
    second = 2 * first + int(np.argmax(c[2 * first:] > 0))
    return np.pi / (zero(second) - zero(first)) / (TWO_PI / SITES)


def bond_average(function, spring, tilt=0.0):
    half = 8.0 if spring else np.pi
    def weight(x):
        return np.exp(-(energy_of_bond(x, spring) - tilt * x) / TEMP)
    top = quad(lambda x: function(x) * weight(x), -half, half, limit=200)[0]
    return top / quad(weight, -half, half, limit=200)[0]


def slip_formula(temp):
    return np.sqrt(temp / np.pi) * np.exp(-1 / temp) / (np.pi * iv(0, 1 / temp))


# Static torque of a twisted rotor chain: explicit constrained average
points = 64
x = TWO_PI * np.arange(points) / points
kernel = np.exp(np.cos(x[:, None] - x[None, :]) / TEMP)
twist = np.pi / 2
torques = {}
for length in (4, 8, 16):
    rest = np.exp(np.cos(x) / TEMP)
    for _ in range(length - 2):
        rest = kernel @ rest
        rest /= rest.sum()
    first_bond = np.exp(np.cos(twist - x) / TEMP)
    torque = (np.sin(twist - x) * first_bond * rest).sum() / (first_bond @ rest)
    leading = 2 * TEMP * (iv(1, 1 / TEMP) / iv(0, 1 / TEMP))**length
    assert abs(torque / leading - 1) < 1e-3
    torques[length] = torque

# Springs hold a tension: response of the mean stretch to a small pull
var_spring = bond_average(lambda y: y * y, True)
var_rotor = bond_average(lambda y: y * y, False)
pull = 0.05
mean_stretch = bond_average(lambda y: y, True, tilt=pull)
assert abs(pull / mean_stretch / (TEMP / var_spring) - 1) < 0.01

# Decay of hydrodynamic products: explicit sums over wave numbers
k = TWO_PI * (np.arange(400) - 200) / 400
k1, k2 = k[:, None], k[None, :]
def sound_pairs(t):
    return np.exp(-2 * k**2 * t).sum()
def gradient_triples(t):
    return ((k1 + k2)**2 * np.exp(-(k1**2 + k2**2 + (k1 + k2)**2) * t)).sum()
pair_power = np.log(sound_pairs(40) / sound_pairs(10)) / np.log(4)
triple_power = np.log(gradient_triples(40) / gradient_triples(10)) / np.log(4)
assert abs(pair_power + 0.5) < 1e-5 and abs(triple_power + 2) < 1e-5

# Molecular dynamics of the three chains
free = simulate("free", 0.1, 6000)
barred = simulate("barred", 0.1, 6000)
spring = simulate("spring", 0.05, 6000)
for run in (free, barred, spring):
    assert abs(run["drift"]) < 0.02

# Slips occur at the predicted frequency and make the stretch relax
assert abs(free["slip_rate"] / slip_formula(TEMP) - 1) < 0.03
stretch_var = (free["stretch"]**2).mean() / SITES
assert abs(stretch_var / var_rotor - 1) < 0.05
stretch_corr = correlation(free["stretch"], 40)
assert abs(stretch_corr[-1]) < 0.1
assert barred["stretch_change"] < 1e-6 and spring["stretch_change"] < 1e-6
assert barred["widest"] < 1.5 * np.pi

# Momentum: diffusion with slips, sound without them
free1, free2 = correlation(free["mode1"], 80), correlation(free["mode2"], 20)
barred1 = correlation(barred["mode1"], 80)
spring1 = correlation(spring["mode1"], 80)
at = lambda t: int(round(t / SAMPLE))
assert free1.min() > 0
assert abs(free1[at(40)] - free2[at(10)]) < 0.12   # same k^2 t, same decay
c_barred, c_spring = np.sqrt(TEMP / var_rotor), np.sqrt(TEMP / var_spring)
c_barred_md = measured_sound_speed(barred1)
c_spring_md = measured_sound_speed(spring1)
# tolerance covers sampling noise and damping at finite wavelength
assert abs(c_barred_md / c_barred - 1) < 0.08
assert abs(c_spring_md / c_spring - 1) < 0.08

# Heat: plateau with slips, growth without them
times = (10, 20, 40)
kappa = {name: conductivity(run["current"], times) for name, run in
         (("free rotors", free), ("slip-barred rotors", barred),
          ("springs", spring))}
growth = {name: v[2][0] / v[0][0] for name, v in kappa.items()}
assert abs(growth["free rotors"] - 1) < 0.25
assert growth["slip-barred rotors"] > growth["free rotors"] + 0.1
assert growth["springs"] > 1.4

print("Units: energy K, time sqrt(I/K), temperature K/k_B, length one site")
print(f"sites per ring {SITES}, rings {CHAINS}, temperature {TEMP:.1f} K/k_B")
print("run time: rotors 600, springs 300 sqrt(I/K)")
for length, torque in torques.items():
    print(f"torque at twist pi/2, {length} bonds: {torque:.3e} K")
print(f"spring pull {pull:.2f} gives mean stretch {mean_stretch:.5f}")
print(f"spring tension/stretch: {pull / mean_stretch:.4f}")
print(f"spring <r^2>: {var_spring:.4f}")
print(f"rotor wrapped-stretch variance per bond, quadrature: {var_rotor:.4f} rad^2")
print(f"same from total stretch in dynamics: {stretch_var:.4f} rad^2")
print(f"slips per bond and time, formula: {slip_formula(TEMP):.5f}")
print(f"slips per bond and time, dynamics: {free['slip_rate']:.5f}")
for temp in (0.5, 0.2, 0.1):
    print(f"slip formula at temperature {temp}: {slip_formula(temp):.3e} per time")
for t in (1, 2, 5, 10, 40):
    print(f"free rotors, total-stretch correlation at t={t}: {stretch_corr[at(t)]:.3f}")
print(f"largest total-stretch change, barred: {barred['stretch_change']:.1e} rad")
print(f"largest total-stretch change, springs: {spring['stretch_change']:.1e}")
for t in (10, 20, 40, 80):
    print(f"momentum correlation, longest wave, t={t}: free {free1[at(t)]:.3f}, "
          f"barred {barred1[at(t)]:.3f}, springs {spring1[at(t)]:.3f}")
print(f"free rotors, half the wavelength, t=10: {free2[at(10)]:.3f}")
print(f"sound speed, barred: formula {c_barred:.3f}, dynamics {c_barred_md:.3f}")
print(f"sound speed, springs: formula {c_spring:.3f}, dynamics {c_spring_md:.3f}")
print(f"decay power of sound pairs: {pair_power:.3f}")
print(f"decay power of gradient triples: {triple_power:.3f}")
print("kappa in k_B*sqrt(K/I)*site, with standard error:")
for name, values in kappa.items():
    for t, (mean, error) in zip(times, values):
        print(f"  {name}, t={t}: {mean:.3f} +- {error:.3f}")
    print(f"  {name}, kappa(40)/kappa(10): {growth[name]:.3f}")
print("largest relative energy drift: "
      f"{max(abs(q['drift']) for q in (free, barred, spring)):.1e}")
print("verified")
```

Output:

```
Units: energy K, time sqrt(I/K), temperature K/k_B, length one site
sites per ring 64, rings 240, temperature 1.0 K/k_B
run time: rotors 600, springs 300 sqrt(I/K)
torque at twist pi/2, 4 bonds: 7.943e-02 K
torque at twist pi/2, 8 bonds: 3.153e-03 K
torque at twist pi/2, 16 bonds: 4.971e-06 K
spring pull 0.05 gives mean stretch 0.02339
spring tension/stretch: 2.1374
spring <r^2>: 0.4679
rotor wrapped-stretch variance per bond, quadrature: 1.6043 rad^2
same from total stretch in dynamics: 1.6175 rad^2
slips per bond and time, formula: 0.05218
slips per bond and time, dynamics: 0.05223
slip formula at temperature 0.5: 7.539e-03 per time
slip formula at temperature 0.2: 1.987e-05 per time
slip formula at temperature 0.1: 9.157e-10 per time
free rotors, total-stretch correlation at t=1: 0.441
free rotors, total-stretch correlation at t=2: 0.163
free rotors, total-stretch correlation at t=5: -0.016
free rotors, total-stretch correlation at t=10: -0.019
free rotors, total-stretch correlation at t=40: -0.001
largest total-stretch change, barred: 1.2e-13 rad
largest total-stretch change, springs: 7.2e-14
momentum correlation, longest wave, t=10: free 0.955, barred 0.702, springs 0.129
momentum correlation, longest wave, t=20: free 0.921, barred 0.009, springs -0.953
momentum correlation, longest wave, t=40: free 0.863, barred -0.966, springs 0.834
momentum correlation, longest wave, t=80: free 0.768, barred 0.929, springs 0.440
free rotors, half the wavelength, t=10: 0.830
sound speed, barred: formula 0.790, dynamics 0.790
sound speed, springs: formula 1.462, dynamics 1.465
decay power of sound pairs: -0.500
decay power of gradient triples: -2.000
kappa in k_B*sqrt(K/I)*site, with standard error:
  free rotors, t=10: 0.463 +- 0.007
  free rotors, t=20: 0.518 +- 0.012
  free rotors, t=40: 0.526 +- 0.018
  free rotors, kappa(40)/kappa(10): 1.136
  slip-barred rotors, t=10: 2.339 +- 0.067
  slip-barred rotors, t=20: 3.654 +- 0.121
  slip-barred rotors, t=40: 5.332 +- 0.218
  slip-barred rotors, kappa(40)/kappa(10): 2.279
  springs, t=10: 8.666 +- 0.391
  springs, t=20: 14.727 +- 0.737
  springs, t=40: 23.297 +- 1.354
  springs, kappa(40)/kappa(10): 2.689
largest relative energy drift: 7.7e-05
verified
```
